# Conditioning of Sturmians and raw powers with one exponential

Before a radial wave function is expanded in polynomials times one exponential, a choice must be made: use the powers themselves, or fixed combinations of them built from Laguerre polynomials. The two sets span the same space, so in exact arithmetic they give the same energies. In ordinary double precision the choice decides whether the overlap matrix of thirty functions can still be Cholesky-factorized. The hydrogen atom, nonrelativistic and with a fixed point nucleus, lets the growth of the condition number be derived for both sets.

## What the condition number measures

Atomic units are used in the algebra. Let $u(r)$ be the reduced radial function, so that its norm is $\int_0^\infty u^2\,dr$. For angular momentum $l$ and a decay constant $k>0$, the trial space consists of

$$r^{l+1}e^{-kr}\times(\text{polynomial of degree at most }N-1).$$

In a basis $f_0,\dots,f_{N-1}$ the energies follow from $Hc=ESc$, with overlap $S_{mn}=\int f_mf_n\,dr$. The function with coefficients $c$ has squared norm $c^TSc$. For $c^Tc=1$ this lies between the smallest and largest eigenvalues of $S$, and their ratio is the condition number $\kappa=\lambda_{\max}/\lambda_{\min}$.

A small $\lambda_{\min}$ means that coefficients of order one can cancel to almost nothing. If each matrix element is rounded by at most $\varepsilon$, an eigenvalue can move by up to $N\varepsilon$. Once $\lambda_{\min}$ is smaller than this, the stored overlap need not be positive definite, and a solver that begins with a Cholesky factorization may stop.

## The Sturmian overlap is the matrix of $r$

Put $x=2kr$ and $\alpha=2l+1$. The Sturmians are

$$S_n(r)=x^{l+1}e^{-x/2}p_n(x),\qquad p_n=\sqrt{\frac{n!}{(n+\alpha)!}}\,L_n^{\alpha}(x).$$

The Laguerre polynomials are orthogonal with weight $x^\alpha e^{-x}$ and squared norm $(n+\alpha)!/n!$. Since $dr/r=dx/x$ and $x^{2l+2}/x=x^\alpha$,

$$\int_0^\infty S_mS_n\frac{dr}{r}=\delta_{mn}.$$

This normalization matters below. The ordinary overlap has one more factor of $r=x/2k$:

$$\int_0^\infty S_mS_n\,dr=\frac1{2k}\int_0^\infty x^\alpha e^{-x}\,p_m\,x\,p_n\,dx=\frac{J_{mn}}{2k}.$$

To find $J$, start from the Laguerre recurrence

$$xL_n^\alpha=(2n+\alpha+1)L_n^\alpha-(n+1)L_{n+1}^\alpha-(n+\alpha)L_{n-1}^\alpha.$$

Multiplying by the normalization of $p_n$ turns $n+1$ into $(n+1)\sqrt{(n+1+\alpha)/(n+1)}$ and $n+\alpha$ into $(n+\alpha)\sqrt{n/(n+\alpha)}$. With $a_n=2n+\alpha+1$ and $b_n=\sqrt{n(n+\alpha)}$,

$$xp_n=a_np_n-b_{n+1}p_{n+1}-b_np_{n-1}.$$

Thus $J$ is tridiagonal, with diagonal $a_n$ and off-diagonal elements $J_{n,n-1}=-b_n$.

Now let $v(x)=(p_0(x),\dots,p_{N-1}(x))^T$. Every row of $Jv$ reproduces $xv$ except the last, where the truncation has removed the term $-b_Np_N$. Hence

$$Jv(x)=x\,v(x)+b_Np_N(x)\,e_{N-1},$$

where $e_{N-1}$ is the last unit vector. At a zero $x_j$ of $L_N^\alpha$ the extra term vanishes, and $x_j$ is an eigenvalue; $v$ is not zero because $p_0$ is a nonzero constant.

There are $N$ such zeros, all positive and distinct. If $L_N^\alpha$ changed sign at fewer than $N$ positive points, its product with the polynomial changing sign at those points would have one sign, yet orthogonality to lower degrees would make its weighted integral zero. The overlap eigenvalues are therefore all accounted for: they are $x_j/2k$.

They also have a physical meaning. They are the stationary values of

$$\frac{\int u^2dr}{\int u^2dr/r}=\frac1{\langle1/r\rangle}.$$

The Sturmian condition number is the ratio of the largest to the smallest value of $1/\langle1/r\rangle$ available in the trial space.

## Why this ratio grows as $N^2$

The coefficients of

$$L_N^\alpha(x)=\sum_{p=0}^N(-1)^p\binom{N+\alpha}{N-p}\frac{x^p}{p!}$$

control the small zeros. Dividing by the constant term gives $\prod_j(1-x/x_j)$. Comparing the linear terms gives

$$\sum_j\frac1{x_j}=\frac N{\alpha+1}.$$

The quadratic coefficient is $N(N-1)/[2(\alpha+1)(\alpha+2)]$, the sum of $1/(x_ix_j)$ over pairs. Squaring the first sum and subtracting twice the pair sum,

$$\sum_j\frac1{x_j^2}=\frac{N^2}{(\alpha+1)^2}-\frac{N(N-1)}{(\alpha+1)(\alpha+2)}=\frac{N(N+\alpha+1)}{(\alpha+1)^2(\alpha+2)}.$$

The largest reciprocal, $1/x_{\min}$, cannot exceed the first sum. Because $1/x_j^2\le(1/x_{\min})(1/x_j)$, it is at least the second sum divided by the first. Therefore

$$\frac{\alpha+1}{N}\le x_{\min}\le\frac{(\alpha+1)(\alpha+2)}{N+\alpha+1}.$$

At the other end, $x_{\max}$ is at least the last diagonal element, $2N+\alpha-1$. It is at most the largest row sum of absolute values. Using $b_n\le n+\alpha/2$, rows up to $n=N-2$ have sums at most $4n+2\alpha+2\le4N+2\alpha-6$, and the last row at most $3N+3\alpha/2-2$. Both are below $4N+2\alpha-2$, so

$$\frac{(2N+\alpha-1)(N+\alpha+1)}{(\alpha+1)(\alpha+2)}\le\kappa\le\frac{N(4N+2\alpha-2)}{\alpha+1}.$$

At fixed $l$, both sides grow as $N^2$: one power comes from the inner edge of the spectrum and one from the outer edge.

The limiting coefficient can be found too. Set $x=z/N$. For fixed $p$, $\binom{N+\alpha}{N-p}$ approaches $N^{\alpha+p}/(p+\alpha)!$, so

$$\frac{L_N^\alpha(z/N)}{N^\alpha}\to\sum_{p=0}^\infty\frac{(-z)^p}{p!(p+\alpha)!}=z^{-\alpha/2}J_\alpha(2\sqrt z),$$

where $J_\alpha$ with an argument is the Bessel function. The terms are bounded by a constant times $|z|^p/[p!(p+\alpha)!]$, so convergence is uniform for bounded $z$ and the zeros converge. If $j$ is the first positive zero of $J_\alpha$, then $Nx_{\min}\to j^2/4$.

For the outer edge, take a trial vector with entries $(-1)^n/\sqrt m$ in the last $m$ places. The alternating signs make the negative off-diagonal elements contribute positively. Since $a_n\ge2(N-m)$ and $b_n\ge N-m$ there,

$$x_{\max}\ge\frac{2m(N-m)+2(m-1)(N-m)}m=(N-m)\left(4-\frac2m\right).$$

Choosing $m$ near $\sqrt N$ and using the upper bound gives $x_{\max}/4N\to1$. Consequently

$$\frac{\kappa}{N^2}\to\frac{16}{j^2}.$$

## Unit normalization changes the eigenvalues

The Laguerre-zero result belongs to the $1/r$ normalization. For $l=0$ the effect of giving each Sturmian unit ordinary norm can be solved. The diagonal elements are $J_{nn}=2n+2$, and the normalized off-diagonal element becomes

$$-\frac{\sqrt{n(n+1)}}{\sqrt{2n(2n+2)}}=-\frac12.$$

The resulting matrix has ones on the diagonal. Vectors with entries $\sin[(n+1)\theta]$ satisfy its equations with eigenvalue $1-\cos\theta$, provided the entry at $n=N$ vanishes. This requires $\theta=q\pi/(N+1)$ with $q=1,\dots,N$. The extreme eigenvalues are $1\pm\cos[\pi/(N+1)]$, so

$$\kappa_{\text{unit}}=\cot^2\frac{\pi}{2(N+1)}\simeq\frac{4N^2}{\pi^2}\quad(N\gg1).$$

The eigenvalues are no longer Laguerre zeros, but the quadratic growth remains.

## Raw powers hide exponential cancellation

Now use $\chi_p\propto r^{l+1+p}e^{-kr}$, each with unit norm. Let $\beta=2l+2$. The integrals of powers give

$$G_{pq}=\frac{(\beta+p+q)!}{\sqrt{(\beta+2p)!\,(\beta+2q)!}}.$$

The decay constant has cancelled, so changing $k$ cannot improve this matrix. Neighbouring functions have overlap $\sqrt{(2p+\beta+1)/(2p+\beta+2)}$. For $l=0$ this is 0.866 between $p=0$ and 1, and 0.979 between $p=10$ and 11. A pair with overlap 0.979 has smallest eigenvalue $1-0.979=0.021$, which is harmless. The severe problem involves many functions at once.

The inverse of $G$ shows it. Let $M_{pq}=(\beta+p+q)!$, the moments of $x^\beta e^{-x}$. The polynomials orthonormal under this weight have coefficients

$$C_{np}=(-1)^p\sqrt{\frac{n!}{(n+\beta)!}}\binom{n+\beta}{n-p}\frac1{p!}.$$

Orthonormality is $CMC^T=1$, so $M^{-1}=C^TC$. Restoring the norms of the $\chi_p$ gives $(G^{-1})_{pp}=(\beta+2p)!\sum_nC_{np}^2$. Writing out the factorials and regrouping them,

$$(G^{-1})_{pp}=\binom{2p+\beta}{p}\sum_{n=p}^{N-1}\binom np\binom{n+\beta}{p+\beta}.$$

This number has a geometric meaning. Minimize $c^TGc$ with $c_p=1$. The condition is $Gc=\mu e_p$, hence $c=\mu G^{-1}e_p$, and $c_p=1$ gives $\mu=1/(G^{-1})_{pp}$. The minimum is $c^TGc=\mu$: the squared distance from $\chi_p$ to the span of the other functions.

A diagonal element of $G^{-1}$ cannot exceed its largest eigenvalue, and that eigenvalue cannot exceed the trace:

$$\max_p(G^{-1})_{pp}\le\frac1{\lambda_{\min}}\le\sum_p(G^{-1})_{pp}.$$

Since $G$ has trace $N$ and positive eigenvalues, $1\le\lambda_{\max}\le N$.

For a lower bound keep only $n=N-1$. Use $\binom{2p+\beta}{p}\ge\binom{2p}{p}\ge4^p/(2p+1)$ and

$$\binom{n+\beta}{p+\beta}=\binom np\prod_{i=1}^{\beta}\frac{n+i}{p+i}\ge\binom np.$$

The element is then at least $[2^p\binom{N-1}{p}]^2/(2N-1)$. The $N$ numbers $2^p\binom{N-1}{p}$ add up to $(1+2)^{N-1}$, so the largest is at least $3^{N-1}/N$.

For an upper bound use $\binom{2p+\beta}{p}\le2^{2p+\beta}$, and note that the product above is at most $(n+\beta)^\beta/\beta!$. The sum of squares $\sum_p[2^p\binom np]^2$ is at most $(3^n)^2=9^n$, and $\sum_{n<N}9^n<9^N/8$. Together,

$$\frac{9^{N-1}}{N^2(2N-1)}\le\kappa\le\frac{N\,2^\beta(N-1+\beta)^\beta}{8\,\beta!}\,9^N.$$

At fixed $l$ the growth is $9^N$ up to powers of $N$. The ratio of successive terms $2^p\binom np$ is $2(n-p)/(p+1)$, which passes through one near $p=2n/3$. The exponentially dominant contribution therefore comes from powers about two thirds of the way up the list, which the others can imitate best.

Rescaling individual functions cannot remove the exponential growth. Let $D$ be any positive diagonal matrix with largest element $d$. Since $G^{-1}=D(DGD)^{-1}D$, we have $1/\lambda_{\min}(G)\le d^2/\lambda_{\min}(DGD)$. The largest diagonal element of $DGD$ is $d^2$, so $\lambda_{\max}(DGD)\ge d^2$. It follows that $\kappa(DGD)\ge1/\lambda_{\min}(G)$, which retains the exponential lower bound.

## Reading the numbers for hydrogen

Take $l=0$ and $k=1$ Å$^{-1}$, or 0.529177 in atomic units. Diagonalizing the overlaps, with 80-digit arithmetic for the raw powers, gives these condition numbers:

| $N$ | Sturmian, $1/r$ norm | Sturmian, unit norm | Raw powers |
|---:|---:|---:|---:|
| 5 | 23.1 | 13.9 | $1.39\times10^4$ |
| 10 | 94.7 | 48.4 | $8.15\times10^8$ |
| 20 | 391 | 178 | $2.49\times10^{18}$ |
| 30 | 895 | 389 | $7.75\times10^{27}$ |
| 40 | 1610 | 681 | $2.47\times10^{37}$ |

At $N=30$ the extreme Sturmian overlap eigenvalues are 0.05922 Å and 53.02 Å. Their ratio is 895.35, and $895.35/30^2=0.995$. The first zero of $J_1$ is 3.8317, so the limiting coefficient is $16/3.8317^2=1.090$. At $N=2000$ the computed coefficient is 1.081, still 0.8% below the limit.

For raw powers, the growth per added function between $N=30$ and 40 is

$$\left(\frac{2.4715\times10^{37}}{7.7538\times10^{27}}\right)^{1/10}=8.92.$$

Between $N=10$ and 20 it is 8.88. These values lie near 9; the bounds leave room for a power of $N$ that shifts the factor at finite $N$.

When the elements of $G$ are computed to 80 digits and then rounded to double precision, NumPy's Cholesky factorization first fails at $N=19$. The exact size depends on the rounding errors in the elements and on the order of the arithmetic operations, so it can shift by several functions. SciPy's upper-triangular factorization of the same matrix first fails at $N=22$, and random changes of one unit in the last place of the elements move the failure between $N=18$ and 25. At $N=30$ the true smallest eigenvalue is $1.64\times10^{-27}$, whereas double precision returns $-1.94\times10^{-16}$ for these rounded elements. The digits are rounding noise: elements evaluated less accurately, through double-precision log-gamma functions, give about $-8\times10^{-14}$. The negative sign is a rounding error: an overlap of independent functions is positive definite.

## The same space gives the same energies

The Sturmian Hamiltonian follows from the Laguerre equation $xL''+(\alpha+1-x)L'+nL=0$. Differentiating $S_n=x^{l+1}e^{-x/2}p_n$ twice produces the derivative terms $p_n''+[(\alpha+1-x)/x]p_n'$, which equal $-np_n/x$. The remaining terms come from the prefactor, and

$$\frac{d^2S_n}{dx^2}=\left[\frac{l(l+1)}{x^2}-\frac{n+l+1}{x}+\frac14\right]S_n.$$

Multiplying by $4k^2$ converts to derivatives in $r$. The kinetic and centrifugal operators together then give

$$\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}\right]S_n=\left[\frac{k(n+l+1)}r-\frac{k^2}2\right]S_n.$$

Adding the attraction $-1/r$ and integrating with $S_m$,

$$H_{mn}=[k(n+l+1)-1]\delta_{mn}-\frac k4J_{mn}.$$

The last factor is $(k^2/2)/(2k)=k/4$. Solving $Hc=E(J/2k)c$ in double precision with $N=30$ gives

$$E_{1s}=-13.6057\text{ eV},\qquad E_{2s}=-3.4014\text{ eV},$$

$$E_{3s}=-1.5117\text{ eV},\qquad E_{4s}=-0.8504\text{ eV}.$$

The first is $-0.5000$ hartree. All four agree with $-1/(2n^2)$ hartree, where $n$ is now the principal quantum number, to $10^{-8}$ eV. The raw basis gives the same energies to that accuracy when its matrices are built and solved with 80 digits. At $N=30$ the space is adequate for these four states; what fails in double precision is the Cholesky factorization of the raw overlap. Discarding the raw overlap eigenvectors with eigenvalues below $10^{-11}$ keeps 20 of the 30 directions and still gives these four energies to within $2\times10^{-9}$ eV.

This also limits how Sturmian matrices should be made. Let $B$ convert raw functions into Sturmians, so that $J/2k=BGB^T$. Inverting this relation gives $\kappa(G)\le\kappa(B)^2\kappa(J)$, where $\kappa(B)$ is the ratio of extreme singular values. At $N=30$,

$$\kappa(B)\ge\sqrt{\frac{7.75\times10^{27}}{895}}\approx2.9\times10^{12}.$$

Forming the matrices from rounded raw-power integrals and then transforming them can bring the cancellation back. The tridiagonal formulas avoid that route.

A large condition number describes the worst direction in coefficient space, not every state. For the 1s function,

$$re^{-r}=re^{-kr}\sum_{p=0}^\infty\frac{[-(1-k)]^p}{p!}r^p.$$

The norm of $r^{p+1}e^{-kr}$ is $\sqrt{(2p+2)!/(2k)^{2p+3}}$. Since $\sqrt{(2p+2)!}/p!$ grows as $2^p$ up to powers of $p$, the coefficients of the unit-norm functions vary as $(|1-k|/k)^p$, again up to powers. Here the ratio is $0.4708/0.5292=0.89$, so this expansion has no exponentially growing coefficients. A raw basis small enough to factorize may therefore describe 1s well despite a large $\kappa$. For $k<1/2$ the ratio exceeds one, and this expansion itself acquires growing, alternating coefficients.
